# Sodium 3s–3p Oscillator Strength of a Semilocal Pseudo-Atom: a numerical check

```python
"""
Result under test: for a semilocal pseudo-atom the 3s-3p oscillator strength
in length form equals the full-velocity form, while momentum alone omits the
commutator of the potential with position. The all-electron atom is local and
has equal length and momentum forms. Sodium, LDA, Hartree atomic units.

u_s, u_p : radial orbitals times r, normalized by integral u^2 dr = 1
omega    : e_p - e_s
R        : integral u_p r u_s dr                    (length)
D        : integral u_p (u_s' - u_s/r) dr           (gradient)
C        : integral u_p (V_p - V_s) r u_s dr        (nonlocal commutator)
Claim    : omega R = -D + C, with C = 0 for a local potential
f        : (2/3) omega R^2, (2/3) D^2/omega, (2/3) (-D+C)^2/omega
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 11

# ---- angular reductions, tested with simple orbitals and potentials ----
a, wa = leggauss(80)
rad, wrad = 6 * (a + 1), 6 * wa
mu, wmu = leggauss(16)
rr, mm = rad[:, None], mu[None, :]
volume = 2 * np.pi * (wrad * rad**2)[:, None] * wmu[None, :]
z = rr * mm
perp2 = rr**2 * (1 - mm**2)


def s_orbital(zz):
    return np.exp(-(perp2 + zz**2) / 2) / np.sqrt(4 * np.pi)


def apply_semilocal(func):
    s_part = 0.5 * (func @ wmu)
    p_part = 1.5 * (func @ (wmu * mu))
    return (np.exp(-rad**2) * s_part)[:, None] \
        + (-0.7 * np.exp(-0.5 * rad**2) * p_part)[:, None] * mm


p_orbital = np.sqrt(3 / (4 * np.pi)) * mm * rr * np.exp(-0.4 * rr**2)
psi = s_orbital(z)
step = 1e-4
grad = (s_orbital(z + step) - s_orbital(z - step)) / (2 * step)
comm = apply_semilocal(z * psi) - z * apply_semilocal(psi)
us_t = rad * np.exp(-rad**2 / 2)
dus_t = (1 - rad**2) * np.exp(-rad**2 / 2)
up_t = rad**2 * np.exp(-0.4 * rad**2)
dv_t = -0.7 * np.exp(-0.5 * rad**2) - np.exp(-rad**2)
for direct, radial in [
        (z * psi, up_t * rad * us_t),
        (grad, up_t * (dus_t - us_t / rad)),
        (comm, up_t * dv_t * rad * us_t)]:
    lhs = np.sum(volume * p_orbital * direct)
    rhs = np.sum(wrad * radial) / np.sqrt(3)
    assert abs(lhs - rhs) < 1e-6  # finite-difference gradient

# ---- radial spectral elements with Gauss-Lobatto nodes ----
edges = np.array([0, 0.3, 1, 2.5, 3, 3.5, 6, 11, 20, 35, 55, 80.0])
deg = 18
leg = Legendre.basis(deg)
xi = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
pn = leg(xi)
wref = 2 / (deg * (deg + 1) * pn**2)
diff = xi[:, None] - xi[None, :] + np.eye(deg + 1)
dref = pn[:, None] / pn[None, :] / diff
np.fill_diagonal(dref, 0.0)
dref[0, 0] = -deg * (deg + 1) / 4
dref[-1, -1] = deg * (deg + 1) / 4
size = deg * (len(edges) - 1) + 1
r_all = np.zeros(size)
w_all = np.zeros(size)
stiff = np.zeros((size, size))
gradient = np.zeros((size, size))
element_weights = []
for e in range(len(edges) - 1):
    h = edges[e + 1] - edges[e]
    sl = slice(e * deg, e * deg + deg + 1)
    r_all[sl] = edges[e] + h * (xi + 1) / 2
    we, de = wref * h / 2, dref * 2 / h
    w_all[sl] += we
    stiff[sl, sl] += de.T @ (we[:, None] * de)
    gradient[sl, sl] += we[:, None] * de
    full = np.zeros(size)
    full[sl] = we
    element_weights.append(full)
gradient /= w_all[:, None]
r, w = r_all[1:-1], w_all[1:-1]
S = stiff[1:-1, 1:-1]
G = gradient[1:-1, 1:-1]
kinetic = 0.5 * S / np.sqrt(np.outer(w, w))
poisson_inverse = np.linalg.inv(S)
sign_node = 5 * deg - 1  # the node at r = 3.5


def solve_radial(potential, l, count):
    ham = kinetic + np.diag(potential + l * (l + 1) / (2 * r**2))
    energy, vec = eigh(ham, subset_by_index=[0, count - 1])
    u = vec.T / np.sqrt(w)
    u *= np.where(u[:, sign_node] < 0, -1.0, 1.0)[:, None]
    return energy, u


def xc_potential(rho):
    rs = (3 / (4 * np.pi * rho))**(1 / 3)
    A, al = 0.0310907, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q = 2 * A * (b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2)
    dq = 2 * A * (b1 / (2 * rs**0.5) + b2 + 1.5 * b3 * rs**0.5
                  + 2 * b4 * rs)
    log = np.log1p(1 / q)
    ec = -2 * A * (1 + al * rs) * log
    dec = -2 * A * al * log + 2 * A * (1 + al * rs) * dq / (q * q + q)
    return -(3 * rho / np.pi)**(1 / 3) + ec - rs * dec / 3


rho_test = np.array([1e-4, 1e-2, 1.0, 100.0])
v_lib = libxc.eval_xc("lda,pw", rho_test, spin=0, deriv=1)[1][0]
# published parameter sets differ slightly in their last digits
assert np.max(np.abs(v_lib - xc_potential(rho_test))) < 2e-5

# ---- self-consistent all-electron atom ----
V = -(1 + (Z - 1) * np.exp(-2 * r)) / r
converged = False
for iteration in range(500):
    es, us = solve_radial(V, 0, 3)
    ep, up = solve_radial(V, 1, 2)
    n = 2 * us[0]**2 + 2 * us[1]**2 + us[2]**2 + 6 * up[0]**2
    U = poisson_inverse @ (w * n / r - stiff[1:-1, -1] * Z)
    rho = np.maximum(n / (4 * np.pi * r**2), 1e-40)
    V_new = (U - Z) / r + xc_potential(rho)
    if np.max(np.abs(r * (V_new - V))) < 1e-9:
        converged = True
        break
    V = V + 0.3 * (V_new - V)
assert converged
e_s, e_p = es[2], ep[1]
u_s, u_p = us[2], up[1]
assert e_s < e_p < 0
omega = e_p - e_s


def matrix_elements(s, p):
    length = np.sum(w * p * r * s)
    grad_element = np.sum(w * p * (G @ s - s / r))
    return length, grad_element


def outer_node(u):
    inside = np.where((u[:-1] * u[1:] < 0) & (r[1:] < 3.5))[0][-1]
    fraction = u[inside] / (u[inside] - u[inside + 1])
    return r[inside] + fraction * (r[inside + 1] - r[inside])


R_ae, D_ae = matrix_elements(u_s, u_p)
assert abs(omega * R_ae + D_ae) < 1e-6
f_ae = 2 / 3 * omega * R_ae**2
f_ae_mom = 2 / 3 * D_ae**2 / omega
node_s, node_p = outer_node(u_s), outer_node(u_p)


# ---- Troullier-Martins pseudization ----
def pseudize(u, energy, l, rc, w_core):
    e = int(np.argmin(np.abs(edges - rc)))
    h = edges[e + 1] - edges[e]
    sl = slice(e * deg - 1, e * deg + deg)
    d = dref * 2 / h
    v0 = V[sl][0]
    v1 = (d @ V[sl])[0]
    v2 = (d @ (d @ V[sl]))[0]
    k = l + 1
    p0 = np.log(u[sl][0] / rc**k)
    p1 = (d @ u[sl])[0] / u[sl][0] - k / rc
    p2 = 2 * (v0 - energy) - 2 * k * p1 / rc - p1**2
    p3 = 2 * v1 + 2 * k * p1 / rc**2 - 2 * k * p2 / rc - 2 * p1 * p2
    p4 = (2 * v2 - 4 * k * p1 / rc**3 + 4 * k * p2 / rc**2
          - 2 * k * p3 / rc - 2 * p2**2 - 2 * p1 * p3)
    target = np.array([p0, p1 * rc, p2 * rc**2, p3 * rc**3, p4 * rc**4])
    powers = [0, 6, 8, 10, 12]
    mat = np.array([[Polynomial.basis(m).deriv(j)(1.0) if j else 1.0
                     for m in powers] for j in range(5)])
    core = r <= rc + 1e-9
    t = r[core] / rc
    norm = np.sum(w_core * u**2)

    def polynomial(a2):
        fixed = Polynomial([0, 0, a2, 0, -a2**2 / (2 * l + 5)])
        known = [fixed.deriv(j)(1.0) if j else fixed(1.0)
                 for j in range(5)]
        coef = np.zeros(13)
        coef[powers] = np.linalg.solve(mat, target - np.array(known))
        coef[2], coef[4] = a2, -a2**2 / (2 * l + 5)
        return Polynomial(coef)

    def norm_error(a2):
        trial = r[core]**(2 * k) * np.exp(2 * polynomial(a2)(t))
        return np.sum(w_core[core] * trial) - norm

    scan = np.linspace(-6, 6, 241)
    err = np.array([norm_error(x) for x in scan])
    roots = [brentq(norm_error, scan[i], scan[i + 1], xtol=1e-13)
             for i in range(len(scan) - 1) if err[i] * err[i + 1] < 0]
    assert roots
    a2 = min(roots, key=abs)  # smallest potential step at the origin
    pol = polynomial(a2)
    d1, d2 = pol.deriv()(t), pol.deriv(2)(t)
    v_ps = V.copy()
    v_ps[core] = energy + (k * d1 / t + (d2 + d1**2) / 2) / rc**2
    return v_ps, energy + (2 * l + 3) * a2 / rc**2


results = {}
for rc in (2.5, 3.0, 3.5):
    assert max(node_s, node_p) < rc
    w_core = sum(element_weights[i] for i in range(len(edges) - 1)
                 if edges[i + 1] <= rc + 1e-9)[1:-1]
    V_s, V_s0 = pseudize(u_s, e_s, 0, rc, w_core)
    V_p, V_p0 = pseudize(u_p, e_p, 1, rc, w_core)
    es_ps, s_ps = solve_radial(V_s, 0, 1)
    ep_ps, p_ps = solve_radial(V_p, 1, 1)
    s_ps, p_ps = s_ps[0], p_ps[0]
    om = ep_ps[0] - es_ps[0]
    assert abs(es_ps[0] - e_s) < 1e-6 and abs(ep_ps[0] - e_p) < 1e-6
    for ps, ae in ((s_ps, u_s), (p_ps, u_p)):
        assert np.max(np.abs((ps - ae)[r >= rc - 1e-9])) < 1e-5
        assert abs(np.sum(w_core * (ps**2 - ae**2))) < 1e-5
    R, D = matrix_elements(s_ps, p_ps)
    C = np.sum(w * p_ps * (V_p - V_s) * r * s_ps)
    W = -D + C
    assert abs(W - om * R) < 1e-6
    assert abs(-D - om * R) > 10 * abs(W - om * R)
    core_ae = np.sum(w_core * u_p * r * u_s)
    core_ps = np.sum(w_core * p_ps * r * s_ps)
    assert abs((R - R_ae) - (core_ps - core_ae)) < 1e-4  # long-range r
    shift = -D + D_ae
    assert abs(shift - (omega * (core_ps - core_ae) - C)) < 1e-5
    results[rc] = dict(
        R=R, D=D, C=C, W=W, om=om, Vs0=V_s0, Vp0=V_p0,
        core_ae=core_ae, core_ps=core_ps, shift=shift,
        norm_s=np.sum(w_core * s_ps**2), norm_p=np.sum(w_core * p_ps**2),
        f_len=2 / 3 * om * R**2, f_mom=2 / 3 * D**2 / om,
        f_vel=2 / 3 * W**2 / om)


def percent(value):
    return 100 * (value / f_ae - 1)


print("Sodium, nonrelativistic spin-unpolarized LDA")
print(f"3s energy = {e_s:.6f} hartree")
print(f"3p energy = {e_p:.6f} hartree")
print(f"omega = {omega:.6f} hartree = {omega * HARTREE_EV:.4f} eV")
print(f"outermost node of 3s = {node_s:.2f} bohr")
print(f"outermost node of 3p = {node_p:.2f} bohr")
print(f"all-electron R = {R_ae:.5f} bohr")
print(f"all-electron omega*R = {omega * R_ae:.6f} a.u.")
print(f"all-electron -D = {-D_ae:.6f} a.u.")
print(f"all-electron f, length = {f_ae:.5f}")
print(f"all-electron f, momentum = {f_ae_mom:.5f}")
q = results[3.0]
print("Main pseudo-atom: rc = 3.0 bohr")
print(f"V_s at origin = {q['Vs0']:.5f} hartree")
print(f"V_p at origin = {q['Vp0']:.5f} hartree")
print(f"core norm of 3s = {q['norm_s']:.5f}")
print(f"core norm of 3p = {q['norm_p']:.5f}")
print(f"core part of R, all-electron = {q['core_ae']:.5f} bohr")
print(f"core part of R, pseudo = {q['core_ps']:.5f} bohr")
print(f"pseudo R = {q['R']:.5f} bohr")
print(f"pseudo omega*R = {q['om'] * q['R']:.6f} a.u.")
print(f"pseudo -D = {-q['D']:.6f} a.u.")
print(f"commutator C = {q['C']:.6f} a.u.")
print(f"full velocity -D+C = {q['W']:.6f} a.u.")
print(f"omega*(R_pseudo-R_AE) = {omega * (q['R'] - R_ae):.6f} a.u.")
print(f"momentum amplitude minus AE = {q['shift']:.6f} a.u.")
for rc, q in results.items():
    print(f"rc = {rc:.1f} bohr: C = {q['C']:.6f} a.u.")
    for label, key in (("length", "f_len"), ("momentum alone", "f_mom"),
                       ("full velocity", "f_vel")):
        print(f"  f, {label} = {q[key]:.5f}; "
              f"error against AE = {percent(q[key]):+.3f} %")
print("PASS")
```

Output:

```
Sodium, nonrelativistic spin-unpolarized LDA
3s energy = -0.103473 hartree
3p energy = -0.028544 hartree
omega = 0.074929 hartree = 2.0389 eV
outermost node of 3s = 1.04 bohr
outermost node of 3p = 1.15 bohr
all-electron R = 4.37364 bohr
all-electron omega*R = 0.327712 a.u.
all-electron -D = 0.327712 a.u.
all-electron f, length = 0.95553
all-electron f, momentum = 0.95553
Main pseudo-atom: rc = 3.0 bohr
V_s at origin = 0.54123 hartree
V_p at origin = -0.43106 hartree
core norm of 3s = 0.28852
core norm of 3p = 0.07992
core part of R, all-electron = 0.34482 bohr
core part of R, pseudo = 0.35538 bohr
pseudo R = 4.38420 bohr
pseudo omega*R = 0.328504 a.u.
pseudo -D = 0.321791 a.u.
commutator C = 0.006713 a.u.
full velocity -D+C = 0.328504 a.u.
omega*(R_pseudo-R_AE) = 0.000792 a.u.
momentum amplitude minus AE = -0.005922 a.u.
rc = 2.5 bohr: C = 0.007941 a.u.
  f, length = 0.95991; error against AE = +0.459 %
  f, momentum alone = 0.91406; error against AE = -4.340 %
  f, full velocity = 0.95991; error against AE = +0.459 %
rc = 3.0 bohr: C = 0.006713 a.u.
  f, length = 0.96015; error against AE = +0.484 %
  f, momentum alone = 0.92131; error against AE = -3.581 %
  f, full velocity = 0.96015; error against AE = +0.484 %
rc = 3.5 bohr: C = 0.005108 a.u.
  f, length = 0.95925; error against AE = +0.390 %
  f, momentum alone = 0.92964; error against AE = -2.710 %
  f, full velocity = 0.95925; error against AE = +0.390 %
PASS
```
